# Ultrasoft Secular Equation for an Oscillator with a Displaced Gaussian Projector: verification in Python

```python
"""
Result under test: the generalized eigenvalues of
    (H0 + D |beta><beta|) psi = eps (1 + q |beta><beta|) psi
for H0 = p^2/2 + x^2/2 and beta(x) = pi^(-1/4) exp(-(x-a)^2/2)
are the roots of F(eps) = 1 + (D - eps q) g(eps), where
    g(eps) = sum_n w_n / (n + 1/2 - eps),
    w_n = exp(-lam) lam^n / n!,  lam = a^2/2.
Conditions: a != 0, q > -1, D != q (n + 1/2) for every n.
Energies are in hbar*omega, lengths in sqrt(hbar/(m*omega)).
The independent road is diagonalization on a real-space sinc grid.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gammaln

a, D, q = 1.0, 1.0, 0.5
n_terms = 30
n = np.arange(n_terms)
levels = n + 0.5


def overlaps(shift):
    """Closed form of <phi_n|beta> for shift > 0."""
    return np.exp(-shift**2 / 4 + n * np.log(shift / np.sqrt(2))
                  - 0.5 * gammaln(n + 1))


b = overlaps(a)
w = b**2


def g(eps, terms=n_terms):
    return np.sum(w[:terms] / (levels[:terms] - eps))


def g_prime(eps):
    return np.sum(w / (levels - eps)**2)


def F(eps, D_, q_, terms=n_terms):
    return 1 + (D_ - eps * q_) * g(eps, terms)


def root(lo, hi, D_, q_, terms=n_terms):
    tiny = 1e-9
    return brentq(F, lo + tiny, hi - tiny, args=(D_, q_, terms), xtol=1e-13)


# Real-space grid: sinc representation of the kinetic energy
step = 0.15
x = step * np.arange(-80, 81)
diff = np.arange(x.size)[:, None] - np.arange(x.size)[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(diff) / safe**2) / (2 * step**2)
H0 = kinetic + np.diag(x**2 / 2)
identity = np.eye(x.size)


def projector(shift):
    return np.sqrt(step) * np.pi**-0.25 * np.exp(-(x - shift)**2 / 2)


def grid_solve(D_, q_, shift=a):
    p = projector(shift)
    P = np.outer(p, p)
    return eigh(H0 + D_ * P, identity + q_ * P)


# Oscillator states on the grid by recurrence
phi = np.zeros((n_terms, x.size))
phi[0] = np.pi**-0.25 * np.exp(-x**2 / 2)
phi[1] = np.sqrt(2) * x * phi[0]
for k in range(1, n_terms - 1):
    phi[k + 1] = (np.sqrt(2 / (k + 1)) * x * phi[k]
                  - np.sqrt(k / (k + 1)) * phi[k - 1])
beta = projector(a)

# Overlaps by quadrature against the closed form
quad = np.sqrt(step) * phi @ beta
assert np.allclose(quad[:15], b[:15], atol=1e-11)
assert abs(beta @ beta - 1) < 1e-12

# Resolvent element from a linear solve against the series
for eps in (-1.0, 0.9, 2.2, 3.1):
    direct = beta @ np.linalg.solve(H0 - eps * identity, beta)
    assert abs(direct - g(eps)) < 1e-8

# Lowest three roots, bracketed by neighbouring singularities
edges = sorted([0.5, 1.5, 2.5, D / q])
roots = np.array([root(edges[k], edges[k + 1], D, q) for k in range(3)])
grid_e, grid_v = grid_solve(D, q)
assert np.allclose(roots, grid_e[:3], atol=1e-9)

# One eigenvalue per gap, for several parameter pairs with q > 0
for D_, q_ in ((D, q), (-1.0, 0.5), (2.9, 0.7)):
    sing = np.sort(np.append(levels, D_ / q_))
    e = grid_solve(D_, q_)[0][:6]
    assert np.all(e > sing[:6]) and np.all(e < sing[1:7])

# Weak coupling: first-order shifts
scale = 1e-3
weak = grid_solve(scale * D, scale * q)[0][:3]
first_order = w[:3] * (D - q * levels[:3])
assert np.allclose((weak - levels[:3]) / scale, first_order, atol=2e-3)

# Exceptional case D = q E_1: level 1.5 survives but F does not vanish
D_special = q * 1.5
assert np.min(np.abs(grid_solve(D_special, q)[0] - 1.5)) < 1e-9
assert abs(F(1.5 + 1e-6, D_special, q) - (1 + q * w[1])) < 1e-5

# Exceptional case a = 0: only the ground state is coupled
centred = grid_solve(D, q, 0.0)[0][:3]
assert np.allclose(centred, [(0.5 + D) / (1 + q), 1.5, 2.5], atol=1e-9)

# Norm formula, S-orthogonality and augmentation share
g_root = np.array([g(e) for e in roots])
gp_root = np.array([g_prime(e) for e in roots])
norm2 = gp_root + q * g_root**2
share = q * g_root**2 / norm2
states = np.array([np.sqrt(step) * (b / (levels - e)) @ phi / np.sqrt(s)
                   for e, s in zip(roots, norm2)])
S = identity + q * np.outer(beta, beta)
assert np.allclose(states @ S @ states.T, np.eye(3), atol=1e-9)
assert np.allclose(share, q * (beta @ grid_v[:, :3])**2, atol=1e-8)

# Same D without the overlap term
roots_q0 = np.array([root(k + 0.5, k + 1.5, D, 0.0) for k in range(3)])
assert np.allclose(roots_q0, grid_solve(D, 0.0)[0][:3], atol=1e-9)
assert np.all(roots_q0 > levels[:3])

print("Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))")
print(f"displacement a = {a:.1f} (length)")
print(f"D = {D:.1f} (energy), q = {q:.1f} (dimensionless)")
print(f"lambda = a^2/2 = {a**2 / 2:.2f} (dimensionless)")
print(f"D/q = {D / q:.2f} (energy)")
for k in range(6):
    print(f"weight w_{k} = {w[k]:.6f} (dimensionless)")
print(f"sum of first six weights = {w[:6].sum():.6f}")
for e in (0.8, 0.9, 1.0):
    print(f"eps = {e:.1f} (energy): g = {g(e):.6f} (1/energy), "
          f"F = {F(e, D, q):.6f}")
for k in range(3):
    print(f"root {k + 1}: bracket ({edges[k]:.1f}, {edges[k + 1]:.1f}), "
          f"eps = {roots[k]:.8f} (energy)")
    print(f"  grid eigenvalue = {grid_e[k]:.8f} (energy)")
    print(f"  shift from E_{k} = {roots[k] - levels[k]:+.6f}, "
          f"first order = {first_order[k]:+.6f} (energy)")
    print(f"  D - eps q = {D - q * roots[k]:.6f} (energy), "
          f"g = {g_root[k]:.6f} (1/energy)")
    print(f"  augmentation share of norm = {share[k]:.6f}")
for terms in (3, 4, 6, 8):
    r = [root(edges[k], edges[k + 1], D, q, terms) for k in range(3)]
    print(f"{terms} terms in g: roots = "
          + ", ".join(f"{v:.6f}" for v in r) + " (energy)")
print("q = 0, same D: roots = "
      + ", ".join(f"{v:.6f}" for v in roots_q0) + " (energy)")
print(f"largest root-grid difference = "
      f"{np.max(np.abs(roots - grid_e[:3])):.1e} (energy)")
print("PASS")
```

Output:

```
Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))
displacement a = 1.0 (length)
D = 1.0 (energy), q = 0.5 (dimensionless)
lambda = a^2/2 = 0.50 (dimensionless)
D/q = 2.00 (energy)
weight w_0 = 0.606531 (dimensionless)
weight w_1 = 0.303265 (dimensionless)
weight w_2 = 0.075816 (dimensionless)
weight w_3 = 0.012636 (dimensionless)
weight w_4 = 0.001580 (dimensionless)
weight w_5 = 0.000158 (dimensionless)
sum of first six weights = 0.999986
eps = 0.8 (energy): g = -1.538792 (1/energy), F = 0.076725
eps = 0.9 (energy): g = -0.958164 (1/energy), F = 0.473010
eps = 1.0 (energy): g = -0.550443 (1/energy), F = 0.724778
root 1: bracket (0.5, 1.5), eps = 0.78591466 (energy)
  grid eigenvalue = 0.78591466 (energy)
  shift from E_0 = +0.285915, first order = +0.454898 (energy)
  D - eps q = 0.607043 (energy), g = -1.647331 (1/energy)
  augmentation share of norm = 0.144364
root 2: bracket (1.5, 2.0), eps = 1.57223018 (energy)
  grid eigenvalue = 1.57223018 (energy)
  shift from E_1 = +0.072230, first order = +0.075816 (energy)
  D - eps q = 0.213885 (energy), g = -4.675412 (1/energy)
  augmentation share of norm = 0.156863
root 3: bracket (2.0, 2.5), eps = 2.48398144 (energy)
  grid eigenvalue = 2.48398144 (energy)
  shift from E_2 = -0.016019, first order = -0.018954 (energy)
  D - eps q = -0.241991 (energy), g = 4.132390 (1/energy)
  augmentation share of norm = 0.028041
3 terms in g: roots = 0.786460, 1.572333, 2.484025 (energy)
4 terms in g: roots = 0.785964, 1.572239, 2.483984 (energy)
6 terms in g: roots = 0.785915, 1.572230, 2.483981 (energy)
8 terms in g: roots = 0.785915, 1.572230, 2.483981 (energy)
q = 0, same D: roots = 0.891170, 1.924396, 2.660038 (energy)
largest root-grid difference = 3.1e-14 (energy)
PASS
```
